# The Pseudo-Jahn-Teller Instability of Two Coupled Electronic States: test program

```python
"""Pseudo-Jahn-Teller effect for two electronic states and one mode.

Result under test: for H(Q) = K Q^2/2 + [[-Delta, F Q], [F Q, Delta]]
the lower sheet is unstable at Q = 0 if and only if Delta < F^2/K.
Its minima are then at Q0 = +-sqrt(F^2/K^2 - Delta^2/F^2), with depth
(F^2/2K) (1 - K Delta/F^2)^2, and the upper sheet has the curvature
K + F^2/Delta at Q = 0.

Q      mode coordinate (bohr)
K      force constant without vibronic mixing (hartree/bohr^2)
F      linear vibronic coupling (hartree/bohr)
Delta  half of the energy gap at Q = 0 (hartree)
Numerical energies come from matrix diagonalization.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def hamiltonian(Q, K_low, K_up, F, Delta):
    Q = np.asarray(Q, dtype=float)
    H = np.zeros(Q.shape + (2, 2))
    H[..., 0, 0] = -Delta + 0.5 * K_low * Q**2
    H[..., 1, 1] = Delta + 0.5 * K_up * Q**2
    H[..., 0, 1] = F * Q
    H[..., 1, 0] = F * Q
    return H


def sheet(Q, index, K, F, Delta, K_up=None):
    """Adiabatic energy; index 0 is the lower sheet, 1 the upper."""
    K_up = K if K_up is None else K_up
    return np.linalg.eigvalsh(hamiltonian(Q, K, K_up, F, Delta))[..., index]


def second_derivative(energy, Q, h):
    return (energy(Q + h) - 2 * energy(Q) + energy(Q - h)) / h**2


def curvature(Q, index, K, F, Delta, K_up=None):
    # the step is small on the scale Delta/F on which the states mix
    h = 2e-3 * Delta / abs(F)
    return second_derivative(
        lambda q: sheet(q, index, K, F, Delta, K_up), Q, h)


def local_minima(Q, E):
    inner = (E[1:-1] < E[:-2]) & (E[1:-1] < E[2:])
    return Q[1:-1][inner]


def ladder_levels(Q, K, F, Delta, size=60):
    """Endless ladder of states, spacing 2 Delta, truncated at size."""
    n = np.arange(size)
    coupling = F * Q * np.sqrt(n[1:])
    H = np.diag(-Delta + 2 * Delta * n + 0.5 * K * Q**2)
    H = H + np.diag(coupling, 1) + np.diag(coupling, -1)
    return np.linalg.eigvalsh(H)


def well_position(K, F, Delta):
    return np.sqrt(F**2 / K**2 - Delta**2 / F**2)


def well_depth(K, F, Delta):
    return F**2 / (2 * K) * (1 - K * Delta / F**2)**2


# Unstable cases: position, depth, curvatures, mixing and gap
for K, F, Delta in [(0.20, 0.12, 0.05), (0.50, 0.30, 0.10),
                    (1.00, 0.40, 0.02)]:
    assert Delta < F**2 / K
    s = K * Delta / F**2
    grid = np.linspace(-3 * F / K, 3 * F / K, 4001)
    step = grid[1] - grid[0]
    low, up = sheet(grid, 0, K, F, Delta), sheet(grid, 1, K, F, Delta)
    root = np.sqrt(Delta**2 + F**2 * grid**2)
    assert np.allclose(low, 0.5 * K * grid**2 - root, atol=1e-12)
    assert np.allclose(up, 0.5 * K * grid**2 + root, atol=1e-12)

    Q0 = well_position(K, F, Delta)
    minima = local_minima(grid, low)
    assert len(minima) == 2
    assert np.allclose(minima, [-Q0, Q0], atol=1.01 * step)
    search = minimize_scalar(lambda q: float(sheet(q, 0, K, F, Delta)),
                             bounds=(0, 2 * F / K), method="bounded",
                             options={"xatol": 1e-10})
    assert abs(search.x - Q0) < 1e-6
    depth = sheet(0.0, 0, K, F, Delta) - search.fun
    assert abs(depth - well_depth(K, F, Delta)) < 1e-11

    tolerance = 1e-5 * (K + F**2 / Delta)
    for index, sign in ((0, -1), (1, 1)):
        assert abs(curvature(0.0, index, K, F, Delta)
                   - (K + sign * F**2 / Delta)) < tolerance
        assert abs(curvature(Q0, index, K, F, Delta)
                   - K * (1 + sign * s**2)) < tolerance

    # the upper sheet is stiffer than K everywhere, most of all at Q = 0
    upper_minima = local_minima(grid, up)
    assert len(upper_minima) == 1 and abs(upper_minima[0]) < 1e-9
    stiffness = (up[2:] - 2 * up[1:-1] + up[:-2]) / step**2
    assert np.all(stiffness > K)
    assert abs(grid[1:-1][np.argmax(stiffness)]) < 1.01 * step
    far = 100 * F / K
    far_stiffness = second_derivative(
        lambda q: sheet(q, 1, K, F, Delta), far, 0.1)
    assert abs(far_stiffness - K) < 1e-5 * K

    values, vectors = np.linalg.eigh(hamiltonian(search.x, K, K, F, Delta))
    assert abs(vectors[1, 0]**2 - (1 - s) / 2) < 1e-5
    assert abs(values[1] - values[0] - 2 * F**2 / K) < 1e-6

# Worked example
K, F, Delta = 0.20, 0.12, 0.05
Delta_stable = 0.09
threshold = F**2 / K

# The threshold found as the zero of the numerical curvature
threshold_numeric = brentq(lambda d: curvature(0.0, 0, K, F, d), 0.03, 0.15)
assert abs(threshold_numeric / threshold - 1) < 1e-5

# Above and at the threshold the origin is the only minimum
grid = np.linspace(-3 * F / K, 3 * F / K, 4001)
for half_gap in (1.02 * threshold, Delta_stable, 0.30):
    only = local_minima(grid, sheet(grid, 0, K, F, half_gap))
    assert len(only) == 1 and abs(only[0]) < 1e-9
q_small = 0.02
quartic_numeric = (sheet(q_small, 0, K, F, threshold)
                   - sheet(0.0, 0, K, F, threshold)) / q_small**4
quartic = K**3 / (8 * F**2)
assert abs(quartic_numeric / quartic - 1) < 2e-3

# Unequal force constants of the two unmixed states
K1, K2 = 0.20, 0.35
assert abs(curvature(0.0, 0, K1, F, Delta, K2) - (K1 - F**2 / Delta)) < 1e-5
assert abs(curvature(0.0, 1, K1, F, Delta, K2) - (K2 + F**2 / Delta)) < 1e-5

# A ladder of further states keeps the threshold but removes the wells
# and the hardening: every level has the curvature K - F^2/Delta
Q0 = well_position(K, F, Delta)
ladder_curvature = second_derivative(
    lambda q: ladder_levels(q, K, F, Delta)[:2], 0.0, 0.05)
assert np.allclose(ladder_curvature, K - F**2 / Delta, atol=1e-8)
pair_change, ladder_change = [], []
for q in (Q0, 2 * Q0):
    pair_change.append(sheet(q, 0, K, F, Delta) - sheet(0.0, 0, K, F, Delta))
    ladder_change.append(ladder_levels(q, K, F, Delta)[0]
                         - ladder_levels(0.0, K, F, Delta)[0])
    assert abs(ladder_change[-1] - 0.5 * (K - F**2 / Delta) * q**2) < 1e-9
assert pair_change[1] > 0 > pair_change[0]
assert ladder_change[1] < ladder_change[0] < 0

depth = well_depth(K, F, Delta)
vectors = np.linalg.eigh(hamiltonian(Q0, K, K, F, Delta))[1]
gap_at_well = sheet(Q0, 1, K, F, Delta) - sheet(Q0, 0, K, F, Delta)

print("Worked example, atomic units")
print(f"K = {K:.2f} hartree/bohr^2")
print(f"F = {F:.2f} hartree/bohr")
print(f"Delta = {Delta:.3f} hartree")
print(f"Gap at Q=0, 2 Delta = {2 * Delta:.3f} hartree")
print(f"Threshold F^2/K = {threshold:.4f} hartree")
print(f"Threshold from numerical curvature = {threshold_numeric:.4f} hartree")
print(f"F^2/Delta = {F**2 / Delta:.4f} hartree/bohr^2")
print(f"s = K Delta/F^2 = {K * Delta / F**2:.4f}")
print("Curvatures at Q=0 by finite differences, hartree/bohr^2")
print(f"  lower = {curvature(0.0, 0, K, F, Delta):.4f}")
print(f"  upper = {curvature(0.0, 1, K, F, Delta):.4f}")
print("Wells of the lower sheet")
print(f"  Q0 from formula = {Q0:.4f} bohr")
search = minimize_scalar(lambda q: float(sheet(q, 0, K, F, Delta)),
                         bounds=(0, 2 * F / K), method="bounded",
                         options={"xatol": 1e-10})
print(f"  Q0 from numerical search = {search.x:.4f} bohr")
print(f"  Q0 = {Q0 * BOHR_ANGSTROM:.4f} angstrom")
print(f"  E-(0) = {sheet(0.0, 0, K, F, Delta):.6f} hartree")
print(f"  E-(Q0) = {sheet(Q0, 0, K, F, Delta):.6f} hartree")
print(f"  depth from formula = {depth:.6f} hartree")
print(f"  depth = {depth * HARTREE_EV:.4f} eV")
print("Curvatures at Q0 by finite differences, hartree/bohr^2")
print(f"  lower = {curvature(Q0, 0, K, F, Delta):.4f}")
print(f"  upper = {curvature(Q0, 1, K, F, Delta):.4f}")
print(f"Vertical gap at Q0 = {gap_at_well:.4f} hartree")
print(f"Upper-state fraction in lower state at Q0 = {vectors[1, 0]**2:.4f}")
print(f"Stable case, Delta = {Delta_stable:.3f} hartree")
print("Its curvatures at Q=0, hartree/bohr^2")
print(f"  lower = {curvature(0.0, 0, K, F, Delta_stable):.4f}")
print(f"  upper = {curvature(0.0, 1, K, F, Delta_stable):.4f}")
print(f"Quartic coefficient at threshold = {quartic:.4f} hartree/bohr^4")
print("Ladder with the same K, F, Delta: curvatures, hartree/bohr^2")
print(f"  lowest level = {ladder_curvature[0]:.4f}")
print(f"  second level = {ladder_curvature[1]:.4f}")
print("Lowest energy relative to Q=0, hartree")
print(f"  pair at Q0 = {pair_change[0]:.6f}")
print(f"  pair at 2 Q0 = {pair_change[1]:.6f}")
print(f"  ladder at Q0 = {ladder_change[0]:.6f}")
print(f"  ladder at 2 Q0 = {ladder_change[1]:.6f}")
print("OK")
```

Printed output:

```
Worked example, atomic units
K = 0.20 hartree/bohr^2
F = 0.12 hartree/bohr
Delta = 0.050 hartree
Gap at Q=0, 2 Delta = 0.100 hartree
Threshold F^2/K = 0.0720 hartree
Threshold from numerical curvature = 0.0720 hartree
F^2/Delta = 0.2880 hartree/bohr^2
s = K Delta/F^2 = 0.6944
Curvatures at Q=0 by finite differences, hartree/bohr^2
  lower = -0.0880
  upper = 0.4880
Wells of the lower sheet
  Q0 from formula = 0.4317 bohr
  Q0 from numerical search = 0.4317 bohr
  Q0 = 0.2285 angstrom
  E-(0) = -0.050000 hartree
  E-(Q0) = -0.053361 hartree
  depth from formula = 0.003361 hartree
  depth = 0.0915 eV
Curvatures at Q0 by finite differences, hartree/bohr^2
  lower = 0.1035
  upper = 0.2965
Vertical gap at Q0 = 0.1440 hartree
Upper-state fraction in lower state at Q0 = 0.1528
Stable case, Delta = 0.090 hartree
Its curvatures at Q=0, hartree/bohr^2
  lower = 0.0400
  upper = 0.3600
Quartic coefficient at threshold = 0.0694 hartree/bohr^4
Ladder with the same K, F, Delta: curvatures, hartree/bohr^2
  lowest level = -0.0880
  second level = -0.0880
Lowest energy relative to Q=0, hartree
  pair at Q0 = -0.003361
  pair at 2 Q0 = 0.009508
  ladder at Q0 = -0.008201
  ladder at 2 Q0 = -0.032804
OK
```
